# Fan-Migdal self-energy on the real axis: linear tetrahedra versus imaginary broadening, part 1

(Sections cited here and not found follow in the second part.)

### A chain that can be summed exactly

Take a chain with band $e(q)=-2t\cos q$ and replace the zone average of $1/(z-e)$ by a sum over $N$ points $q_j=2\pi j/N$,
$$G_N(z)=\frac1N\sum_{j}\frac{1}{z+2t\cos q_j},\qquad z=E+i\eta,\quad \eta>0 .$$
Write $z=-t(\xi+1/\xi)$. The two roots $\xi$ have product 1, and we take $|\xi|<1$. Then $z+2t\cos q=-(t/\xi)(1-2\xi\cos q+\xi^2)$. Two geometric series give
$$\sum_n \xi^{|n|}e^{inq}=\frac{1}{1-\xi e^{iq}}+\frac{\xi e^{-iq}}{1-\xi e^{-iq}}=\frac{1-\xi^2}{1-2\xi\cos q+\xi^2}.$$
The grid average of $e^{inq}$ is 1 when $n$ is a multiple of $N$ and 0 otherwise, and $\sum_m\xi^{N|m|}=(1+\xi^N)/(1-\xi^N)$, so
$$G_N=G_\infty\,\frac{1+\xi^N}{1-\xi^N},\qquad G_\infty=\frac{1}{t(\xi-1/\xi)} .$$
Set $\xi=e^{-\kappa+i\theta}$. Then $z=-2t\cosh(\kappa-i\theta)$, that is $E=-2t\cosh\kappa\cos\theta$ and $\eta=2t\sinh\kappa\sin\theta$. Inside the band and for small $\eta$ this gives $\kappa\simeq\eta/v$, with the velocity $v=2t\sin\theta=\sqrt{4t^2-E^2}$. For $t=0.2$ eV, $E=0.1$ eV and $\eta=0.02$ eV, $\kappa=0.05161$ and $\eta/v=0.05164$.

If $N\to\infty$ is taken first, $\xi^N\to0$, and $\eta\to0$ then gives $G=1/(2it\sin\theta)=-i/v$, purely imaginary. If $\eta\to0$ is taken first, the factor becomes $(1+e^{iN\theta})/(1-e^{iN\theta})=i\cot(N\theta/2)$ and $G_N=\cot(N\theta/2)/v$, purely real and without a limit in $N$. The error relative to $G_\infty$ is $2\xi^N/(1-\xi^N)$, which is small only when $N\eta/v\gg1$, that is when $\eta$ exceeds the level spacing $2\pi v/N$ of the grid.

The alternative is to interpolate $e(q)$ linearly between grid points and integrate $\rho(E)=-\mathrm{Im}\,G/\pi=\langle\delta(E-e)\rangle$ exactly. With $h=2\pi/N$, a cell centred at $q_c$ spans the energy $hv(q_c)+O(h^3)$, and with its mirror cell it gives the constant density $1/\pi v(q_c)$. The exact density is $1/\pi v(q)$. At $q=q_c+y$ the difference is $y\,v'/\pi v^2$, a sawtooth of amplitude $O(h)$. No $\eta$ appears, but in one dimension the pointwise error is of first order: the rms error falls by 1.97 from $N=200$ to $N=400$.

### The quantity to be computed

We set $\hbar=1$, measure electron energies from the chemical potential $\mu$, and write $\langle\cdot\rangle$ for the normalized zone average over $\mathbf q$. One band and one phonon branch with $\omega_{-\mathbf q}=\omega_{\mathbf q}$ are kept, since further ones add terms of the same form. The Fan-Migdal term is the diagram of second order in the linear coupling $g$ with bare propagators. With temperature $T$ in energy units and $D(z)=1/(z-\omega_{\mathbf q})-1/(z+\omega_{\mathbf q})$,
$$\Sigma(i\omega_n)=-T\sum_m\Big\langle |g|^2\frac{D(i\nu_m)}{i\omega_n-i\nu_m-\varepsilon}\Big\rangle,\qquad \varepsilon=\varepsilon_{\mathbf k+\mathbf q}.$$
The Bose function $n_B(z)$ has residue $T$ at each $i\nu_m$. For a summand $F$ falling faster than $1/z$ all residues of $n_BF$ add to zero, so $-T\sum_mF(i\nu_m)$ is the sum of the residues of $n_BF$ at the poles of $F$. With $n=n_B(\omega_{\mathbf q})$, the pole $z=\omega_{\mathbf q}$ gives $n/(i\omega_n-\varepsilon-\omega_{\mathbf q})$. The pole $z=-\omega_{\mathbf q}$ gives $(1+n)/(i\omega_n-\varepsilon+\omega_{\mathbf q})$, because $-n_B(-\omega_{\mathbf q})=1+n$. The pole $z=i\omega_n-\varepsilon$ has residue $-1$, and $e^{i\omega_n/T}=-1$ makes $n_B=-(1-f)$ there, with $f=f(\varepsilon)$ the Fermi function, so it gives $(1-f)D(i\omega_n-\varepsilon)$. Collecting equal denominators and continuing $i\omega_n\to z$,
$$\Sigma(z)=\sum_{\pm}\Big\langle\frac{W_\pm}{z-e_\pm}\Big\rangle,\quad e_\pm=\varepsilon\pm\omega_{\mathbf q},\quad W_+=|g|^2(1+n-f),\quad W_-=|g|^2(n+f).$$
Inserting $1=\int dx\,\delta(x-e_\pm)$ gives
$$\Sigma(z)=\int\frac{A(x)\,dx}{z-x},\qquad A(x)=\sum_\pm\langle W_\pm\,\delta(x-e_\pm)\rangle\ge0 .$$
From $1/(y+i0)=P(1/y)-i\pi\delta(y)$ follow $\mathrm{Im}\,\Sigma(\omega)=-\pi A(\omega)$ and $\mathrm{Re}\,\Sigma(\omega)=P\!\int A(x)\,dx/(\omega-x)$. Since $f$ cancels in $W_++W_-$, the area is $\int A\,dx=M_0=\langle|g|^2(1+2n)\rangle$, and expanding $1/(z-x)$ at large $z$ gives $\Sigma=M_0/z+O(z^{-2})$.

The transform therefore returns only a function that vanishes at infinity. The Debye-Waller term comes from the quadratic coupling in first order and is real and independent of frequency. It leaves no trace in $A$ and is added afterwards, as is any static estimate of bands omitted from $A$.

### Occupations on the shell

Where $\delta(\omega-e_\pm)$ is nonzero, $\varepsilon=\omega\mp\omega_{\mathbf q}$, so $f(\varepsilon)$ may be replaced by $f(\omega\mp\omega_{\mathbf q})$ without changing $A$. The two forms differ off the shell, where the grid points lie. Linear interpolation of $f(\varepsilon)$ over an energy step $hv$ errs by up to $(hv)^2\max|f''|/8$ with $f''=f(1-f)(1-2f)/(k_BT)^2$, whose magnitude peaks at $0.096/(k_BT)^2$ where $1-6f+6f^2=0$, so the bound is $0.012\,(hv/k_BT)^2$ for such a step. In a tetrahedron the step is the spread of the four vertex energies, to leading order at most $h\sum_i|v_i|\le\sqrt3\,hv$, so the bound there is up to three times larger, and the interpolation fails once $hv$ reaches a few $k_BT$. In the on-shell form the electron velocity is replaced by the phonon velocity $|\nabla\omega_{\mathbf q}|$, and for a dispersionless phonon the factor is constant. The price is that $W_\pm$ now depends on $\omega$ and is evaluated afresh at each frequency.

### One tetrahedron

Each cube of the $N^3$ grid is cut into six tetrahedra of equal volume, one for each ordering of the three unit steps from one corner to the opposite corner. In a tetrahedron of volume $V$ the functions $e$ and $W$ are linear, with vertex values $e_1\le e_2\le e_3\le e_4$ and $W_i$, and $e_{ij}=e_i-e_j$. The surface $e=\omega$ is a plane section and $|\nabla e|$ is constant, so
$$I(\omega)=\frac1V\int W\,\delta(\omega-e)\,d^3q=\sum_{\rm triangles}D\,\overline W,\qquad D=\frac{\text{area}}{V|\nabla e|},$$
where $\overline W$, the mean of a linear function over a triangle, is the mean of its three corner values. The cone from vertex 1 over a triangle has height $(\omega-e_1)/|\nabla e|$ and volume $V_c=\text{area}\times\text{height}/3$, hence $D=3(V_c/V)/(\omega-e_1)$. A point with barycentric coordinates $b_i$ obeys $\mathbf q-\mathbf q_1=\sum_{j\ge2}b_j(\mathbf q_j-\mathbf q_1)$. This linear map scales all volumes alike, so $V_c/V$ is the absolute determinant of the rows $(b_2,b_3,b_4)$ of the three corners.

For $e_1<\omega\le e_2$ the corners lie on the edges $1j$ at fractions $r_j=(\omega-e_1)/e_{j1}$. The determinant is $r_2r_3r_4$, and
$$D=\frac{3r_2r_3}{e_{41}},\qquad \overline W=W_1+\tfrac13\sum_{j=2}^4 r_j(W_j-W_1).$$
For $e_3\le\omega<e_4$ the cone is taken from vertex 4 with $r_j=(e_4-\omega)/e_{4j}$, which gives the same $D$ and $\overline W=W_4+\frac13\sum_{j\le3}r_j(W_j-W_4)$.

For $e_2<\omega<e_3$ the section is a quadrilateral with corners, in cyclic order, on the edges 13, 14, 24 and 23, at fractions
$$a=\frac{\omega-e_1}{e_{31}},\quad b=\frac{\omega-e_1}{e_{41}},\quad d=\frac{\omega-e_2}{e_{42}},\quad c=\frac{\omega-e_2}{e_{32}},$$
with rows $(0,a,0)$, $(0,0,b)$, $(1-d,0,d)$ and $(1-c,c,0)$. The triangle (13, 14, 24) has determinant $ab(1-d)$, and the triangle (13, 24, 23) has absolute determinant $ad(1-c)$. Dividing by $\omega-e_1=b\,e_{41}=a\,e_{31}$,
$$D_1=\frac{3a(1-d)}{e_{41}},\qquad D_2=\frac{3d(1-c)}{e_{31}} .$$
The corner values are interpolated along their edges, for instance $W_1+a(W_3-W_1)$. At $\omega=e_2$, $c=d=0$ and $D_1=3a/e_{41}$ joins the first case with $r_2=1$. The inequalities are chosen so that no denominator vanishes when vertex energies coincide, provided the first applicable case is used. As a test, the moments $\int I\,\omega^m d\omega$ for $m=0,\dots,7$ agree with volume quadrature of $We^m$ to rounding error.

$A(\omega)$ is the mean of $I$ over all tetrahedra, summed over both signs. On a frequency grid of step $\Delta$ a tetrahedron touches only the nodes in $(e_1,e_4)$, about $hv/\Delta$ of them, so beyond the $N^3$ setup the work grows as $N^2/\Delta$.

### The Hilbert transform of a piecewise-linear density

Let $A$ be linear between nodes $x_j$ and zero at both ends, and let $c_j$ be the jump of its slope at $x_j$. Then $A(x)=\sum_jc_j(x-x_j)\theta(x-x_j)$, and vanishing beyond the last node requires $\sum c_j=\sum c_jx_j=0$. Writing $x-x_j=(z-x_j)-(z-x)$ and integrating to a point $L$ past the support,
$$\int_{x_j}^{L}\frac{x-x_j}{z-x}\,dx=(z-x_j)\big[\ln(z-x_j)-\ln(z-L)\big]-(L-x_j).$$
The terms containing $L$ cancel in the sum by the two conditions, so
$$\Sigma(z)=\sum_jc_j\,(z-x_j)\ln(z-x_j),\qquad \mathrm{Re}\,\Sigma(\omega)=\sum_jc_j\,(\omega-x_j)\ln|\omega-x_j| .$$
The term with $x_j=\omega$ is zero, and the principal value needs no special care. For $z=\omega+i0$ the logarithm has imaginary part $\pi$ when $x_j>\omega$, so $\mathrm{Im}\,\Sigma=\pi\sum_{x_j>\omega}c_j(\omega-x_j)=-\pi A(\omega)$, as required.

In a cell, at distance $y$ from its centre, the interpolant exceeds $A$ by $\frac12A''(\Delta^2/4-y^2)+O(\Delta^3)$, whose cell mean is $\Delta^2A''/12$. The remainder of the parabola is periodic and even about every node, so at a node its leading part drops out against the odd kernel. The error at a node is thus $\Delta^2/12$ times the transform of $A''$, with $O(\Delta^3)$ corrections. For $A=e^{-x^2}/\sqrt\pi$, whose transform is twice the Dawson function, $\Delta=0.02$ and $x=0.5$ give an error of $-9.60\times10^{-5}$ against the predicted $-9.50\times10^{-5}$. Since $A$ contains $f$, the step must satisfy $\Delta\ll k_BT$. The estimate assumes that $A$ is smooth. At a square-root van Hove kink at $x_0$ the area is wrong by $O(\Delta^{3/2})$, and the kernel carries this to every frequency as an error of order $\Delta^{3/2}/|\omega-x_0|$ in $\mathrm{Re}\,\Sigma$, which for small enough $\Delta$ exceeds the $\Delta^2$ term even far from the kink. The grid must also cover the whole support of $A$.

### Error of the tetrahedra

Assume smooth $e$ and $W$, which excludes band crossings and a coupling that diverges as $\mathbf q\to0$. Expand each vertex value about $\mathbf q$, multiply by $b_i$ and use $\sum b_i=1$ and $\sum b_i\mathbf q_i=\mathbf q$. The gradient term cancels and leaves
$$\delta e=e_{\rm lin}-e=\tfrac12\sum_ib_i(\mathbf q_i-\mathbf q)^{T}H(\mathbf q_i-\mathbf q)+O(h^3)=h^2\varphi(\mathbf q,\mathbf q/h),$$
with $H$ the Hessian and $\varphi$ periodic in its second argument. The same holds for $\delta W$. To first order, with $\partial_\omega$ acting only on the delta function,
$$\delta A=\langle\delta W\,\delta(\omega-e)\rangle-\partial_\omega\langle W\,\delta e\,\delta(\omega-e)\rangle .$$
The first term is $O(h^2)$ because $\delta W$ is so pointwise. In the second, expand $\varphi=\sum_{\mathbf G}\varphi_{\mathbf G}(\mathbf q)e^{i\mathbf G\cdot\mathbf q/h}$. The term $\mathbf G=0$ is $h^2$ times a smooth function of $\omega$ away from van Hove energies. For $\mathbf G\neq0$ the surface integral is dominated by points where the normal is parallel to $\mathbf G$. Near such a point the phase is $|\mathbf G|\kappa_is_i^2/2h$ along each principal direction $s_i$ of curvature $\kappa_i$, and each Gaussian integral gives $(2\pi h/|\mathbf G||\kappa_i|)^{1/2}$. When $\omega$ changes, the point moves along the normal by $d\omega/v$, so $\partial_\omega$ brings down $|\mathbf G|/hv$. In dimension $d$ the oscillating error scales as
$$h^2\cdot h^{(d-1)/2}\cdot h^{-1},$$
which is $h$ for the chain, as found above, $h^{3/2}$ in two dimensions or on a cylindrical sheet, and $h^2$ for a doubly curved surface in three. A flat sheet normal to a cube axis behaves like the chain. For a flat sheet normal to another $\mathbf G$ this holds only if $\varphi_{\mathbf G}\neq0$, which depends on $\mathbf G$ and on the diagonal along which the cubes are cut: for $\mathbf G\parallel(1,1,0)$ it vanishes with the diagonal $(1,1,1)$ but not with $(-1,1,1)$, and for $\mathbf G\parallel(1,1,1)$ it vanishes with every body diagonal. This is a scaling argument that assumes the sum over $\mathbf G$ does not change the power, and the exponents for $d=1$ and $d=3$ are tested numerically. The real part has the same order: the kernel turns a fast oscillation $e^{i\omega\tau}$ into $\mp i\pi e^{i\omega\tau}$, and the $|x|^{-1/2}$ singularities of the smooth part at three-dimensional van Hove energies are integrable. A frequency derivative of $\Sigma$ costs one more factor $1/h$ in the oscillating part.

Linear tetrahedra and an exact Hilbert transform of the piecewise-linear density give $\Sigma$ without any $\eta$, and a scaling argument puts the tetrahedron error at order $h^2$ for smooth $e$ and $W$ on a doubly curved surface in three dimensions. What remains is to find the error of the broadened sum and to compare the two methods numerically in a worked example.
